Converting a luminescence spectrum from wavelength to energy needs a Jacobian

**Q:** I measured a photoluminescence band with a grating spectrometer, and the file lists counts against wavelength. I want the spectrum in energy, so I replaced each wavelength λ by E = hc/λ and left the counts alone. Every photon of wavelength λ has that energy. The highest point must therefore sit at the energy where the sample emits most strongly. What could be wrong with that?

**A:** The horizontal positions are right. The heights are the difficulty. What does one of your heights mean?

**Q:** The number of photons detected at that wavelength.

**A:** At a single, infinitely sharp wavelength there would be none to count. Each height is the number of photons in a small wavelength interval. Suppose the intervals are equal, the instrument response has been corrected, and the wavelengths are vacuum values. Your heights are then proportional to a density N_λ, in photons per nm: the number of photons between λ and λ + dλ is N_λ dλ. An energy spectrum should show N_E, in photons per eV. Your new axis says eV, but your heights still say per nm.

**Q:** Isn't that just a change of units, a constant factor that disappears in arbitrary units?

**A:** It would be if equal steps in wavelength were equal steps in energy. They aren't, because E is inversely proportional to λ. To find the factor, count the same photons in two ways. A narrow slice of the spectrum has width |dλ| on one axis and |dE| on the other, and it holds the same photons on both:

N_E |dE| = N_λ |dλ|

From λ = hc/E we have

dλ/dE = −hc/E²

The minus sign says that energy rises as wavelength falls. It reverses the direction of the axis, but a number of photons is positive, so the absolute value enters:

N_E = N_λ |dλ/dE| = N_λ hc/E²

The factor hc/E² is the Jacobian of the change of variable. It depends on E, so no choice of arbitrary units removes it. What you have plotted is a different function, which I will call F:

F(E) = N_λ(hc/E) = E² N_E(E)/(hc)

A featureless emitter shows the effect most plainly. If N_E were constant, F would rise as E², and you would see a slope that the energy density doesn't have.

**Q:** I follow the algebra, but I'd like to see where the extra photons come from. Nothing was added to the data.

**A:** Look at the width of your intervals. For a small wavelength step Δλ, the energy width is

|ΔE| ≈ E² Δλ/(hc)

Take Δλ = 0.5 nm and hc = 1239.842 eV nm. At 1.4 eV the interval is 1.96 × 0.5/1239.842 eV = 0.790 meV wide. At 1.6 eV it is 2.56 × 0.5/1239.842 eV = 1.032 meV wide. The second is wider by a factor of 1.306, which is (1.6/1.4)². If the sample emits equally many photons per eV at the two energies, the bin at 1.6 eV collects about 31% more of them. The photons are real, but they were collected over a wider range of energy.

**Q:** Then the heights are tilted towards the blue. But a tilt doesn't have to move a peak, does it? My band has a clear maximum.

**A:** At the top of a smooth peak the slope is zero, so even a weak tilt moves the maximum. How far depends on how sharply the peak is curved. Let us take a case where we know the answer in advance. Let the true energy density be a Gaussian with centre E0 and standard deviation σ, normalized to one photon:

N_E(E) = exp[−(E − E0)²/(2σ²)] / [σ√(2π)]

Choose E0 = 1.5 eV and σ = 0.1 eV. The full width at half maximum is then 0.2355 eV. A Gaussian formally extends to negative energies, but zero lies 15 standard deviations below the centre, so that part can be ignored.

**Q:** And where would my relabelled curve have its maximum?

**A:** Take the logarithm of F, which has its maximum at the same place as F and turns the product into a sum:

ln F = 2 ln E − (E − E0)²/(2σ²) + constant

Differentiate and set the result to zero:

2/E − (E − E0)/σ² = 0

Multiply by Eσ², which is positive:

2σ² − E(E − E0) = 0

E² − E0 E − 2σ² = 0

The product of the two roots is −2σ², so one root is negative and one is positive. The positive one is

E_peak = [E0 + √(E0² + 8σ²)]/2

Below this energy the derivative of ln F is positive, and above it negative, so it is a maximum. With our numbers,

E0² + 8σ² = 2.25 + 0.08 = 2.33 eV²

E_peak = (1.5 + 1.52643)/2 eV = 1.51322 eV

The relabelled curve peaks 13.2 meV too high, although every point has been given the correct photon energy.

**Q:** Could that be checked without using the Jacobian? Otherwise I am being asked to trust the factor in order to prove the factor.

**A:** Yes, by counting. Integrate the Gaussian between the energies that bound each 0.5 nm interval. This gives the number of photons in each interval, with no conversion factor anywhere. Divide each number by 0.5 nm and plot it against hc/λ: the maximum is at 1.51322 eV, in agreement with the formula. Now divide the same numbers by the energy widths of their intervals instead: the maximum is at 1.50000 eV. The photons are identical in the two plots, and only the width by which they are divided has changed. Each interval is about 0.9 meV wide, so the highest single point can be off by up to half of that; the digits quoted come from a parabola through the logarithms of the three highest points. These values are in the numerical output.

**Q:** On my original plot, then, the peak would be at hc/E0 = 826.56 nm?

**A:** No. It would be at 819.34 nm, which is the relabelled peak converted back. That number is a perfectly good peak wavelength: it is where the photons per nm are greatest. And 1.5 eV is where the photons per eV are greatest. They belong to two different densities, so one cannot be obtained from the other by E = hc/λ.

**Q:** So neither peak is wrong?

**A:** Neither is wrong if it is named for what it is. The error is to read the maximum of photons per nm as the maximum of photons per eV. If you report a peak, say which density it belongs to. If you compare it with a model that predicts an emission rate per unit energy, use N_E.

**Q:** Does the 13 meV apply to any band near 1.5 eV?

**A:** No, the width matters strongly. Write s = σ²/E0² and take E0 out of the square root:

E_peak = (E0/2)[1 + √(1 + 8s)]

For small x, √(1 + x) = 1 + x/2 − x²/8 + …. With x = 8s this is 1 + 4s − 8s² + …, so

E_peak = E0(1 + 2s − 4s² + …)

E_peak − E0 = 2σ²/E0 − 4σ⁴/E0³ + …

The first term is 0.02/1.5 eV = 13.33 meV. The second takes away 0.12 meV and leaves 13.21 meV, against 13.22 meV from the full formula. At leading order the shift grows as the square of the width. With the centre held at 1.5 eV, a band with σ = 10 meV shifts by only 0.133 meV. Making the line ten times narrower reduces the error about a hundredfold.

**Q:** That is for a Gaussian. Suppose I have a Lorentzian with the same full width at half maximum.

**A:** Let γ be its half width at half maximum, here 0.1177 eV. Then

F ∝ E²/[(E − E0)² + γ²]

Setting the derivative of ln F to zero gives

2/E = 2(E − E0)/[(E − E0)² + γ²]

Put x = E − E0 and cross-multiply:

x² + γ² = (E0 + x)x = E0 x + x²

The x² terms cancel, which leaves

x = γ²/E0

With the unrounded γ, γ² = 0.01386 eV², so this is 0.01386/1.5 eV = 9.24 meV, smaller than for the Gaussian. The reason is the curvature at the top. Near the centre, the slope of ln N_E is −x/σ² for the Gaussian and about −2x/γ² for the Lorentzian. It must balance the slope of the tilt, 2/E0. The balance is at x ≈ 2σ²/E0 in the first case and x ≈ γ²/E0 in the second. At equal full width γ² = 2 ln 2 σ² ≈ 1.39σ², which is less than 2σ². The Lorentzian has the sharper top, so its peak moves less.

**Q:** Then I could keep my relabelled plot, fit a Gaussian to it, and subtract 13.2 meV from the centre.

**A:** For the band above that would come out very nearly right, but 13.2 meV isn't a universal correction: it depends on the centre and width of the band. You can work it out from the fit itself. Fitting a Gaussian to the relabelled plot amounts to saying that F is the Gaussian, with centre E1 and standard deviation σ. The true density is then N_E = F hc/E², and its logarithm contains −2 ln E:

−2/E − (E − E1)/σ² = 0

Multiplying by −Eσ² gives

E² − E1 E + 2σ² = 0

E = [E1 ± √(E1² − 8σ²)]/2

The upper root is the local maximum you want. For E1 = 1.5 eV and σ = 0.1 eV it is (1.5 + √2.17)/2 eV = 1.48655 eV, so the correction is −13.45 meV. The lower root is a minimum close to zero energy. Below it the factor 1/E² makes the extrapolated curve rise again, far outside any range you measured. If E1² were less than 8σ², there would be no peak at all, which is a warning against trusting a Gaussian fit of F for a very broad band.

It is safer to convert the data before fitting. Since hc/E² = λ²/(hc), in arbitrary units you multiply each height by λ². Subtract any constant background first, because the same multiplication turns it into a background that grows as λ². The error bars must be multiplied by λ² as well.

**Q:** My software also interpolates the spectrum onto an evenly spaced energy grid. Doesn't that take care of it?

**A:** Not if it interpolates the heights. Interpolation estimates F at new energies, and F is still in photons per nm. An even grid changes where the curve is sampled, not what it measures.

**Q:** Suppose I don't care about the peak position. I only want the area under the band, as a measure of how many photons came out.

**A:** Then the factor matters even for narrow bands. For the correct density, the area is the number of photons on either axis:

∫ N_E dE = ∫ N_λ dλ

For the relabelled curve, the area per emitted photon is

∫ F dE = (1/hc) ∫ E² N_E dE

Write E = E0 + x. The average of x over the Gaussian is zero and the average of x² is σ², so the average of E² is E0² + σ²:

∫ F dE = (E0² + σ²)/(hc) = 2.26/1239.842 eV/nm = 1.823 × 10⁻³ eV/nm

The unit already shows that this is not a photon number. Now let a second band at 1.9 eV have the same σ and emit equally many photons. The ratio of the relabelled areas is

(1.9² + 0.1²)/(1.5² + 0.1²) = 3.62/2.26 = 1.602

You would conclude that the second band emits 60% more photons, when the two are equal. Making both lines very narrow doesn't help: the ratio then tends to (1.9/1.5)² ≈ 1.60.

**Q:** What if I use the mean energy of the band instead of its peak?

**A:** It shifts too. The mean of the relabelled curve is the average of E³ divided by the average of E². The averages of x and x³ vanish by symmetry, so

⟨E³⟩/⟨E²⟩ = (E0³ + 3E0σ²)/(E0² + σ²) = E0 + 2E0σ²/(E0² + σ²)

The shift is 0.03/2.26 eV = 13.27 meV, close to that of the peak.

**Q:** My colleague's spectrometer is calibrated in radiant power rather than photons. Does she need the same factor?

**A:** The Jacobian is the same, but there is a second factor to keep track of. Each photon carries energy E, so power per eV is proportional to E N_E, and power per nm is proportional to E N_λ, hence to E³ N_E. Photons per nm go as E² N_E, as before. All three have the form E^m N_E. Replacing the 2 in the peak condition by m gives

m/E = (E − E0)/σ²

E_peak = [E0 + √(E0² + 4mσ²)]/2

For our Gaussian, power per eV (m = 1) peaks 6.64 meV above E0, and relabelled power per nm (m = 3) peaks 19.74 meV above it. The first shift isn't an error if power per eV is what she wants. To obtain photons per eV from power per nm, she must divide by E³, up to a constant.

**Q:** I also measure modulated reflectance, ΔR/R, on the same samples. Must I multiply those spectra by λ² too?

**A:** No. There, relabelling the axis is right. R is the reflected light divided by the incident light, and ΔR/R is the change in reflected light divided by the reflected light. Each is a ratio of two densities at the same photon energy. On changing from per nm to per eV, numerator and denominator both gain the factor hc/E², and it cancels.

As a model, take light from a thermal lamp at 3000 K and a small reflectance change ΔR that is Gaussian in energy, with the same centre and width as before. Let R itself be constant over the band, so that ΔR/R has the same shape as ΔR. Collect the changed light and the incident light in equal wavelength intervals and divide one by the other. Relabelled, the ratio peaks at 1.50000 eV. If you multiply it by hc/E², the peak moves to 1.48655 eV, and you have created an error of the size you wanted to remove. Measured ΔR/R features can be narrower and can change sign, so this Gaussian serves only for comparison with the luminescence band.

The distinction matters when you put the two measurements side by side. Suppose you subtract the luminescence peak from a transition energy found by modulated reflectance. With a relabelled luminescence curve like ours, the difference comes out 13 meV smaller than with the peak of N_E. Even the peak of N_E need not be a transition energy. If the emission rate is a factor E² or E³ times a Gaussian line shape of this width, the formula with m = 2 or 3 puts the peak of N_E 13 or 20 meV above the centre of that line shape.

**Q:** Are 1.5 eV and 0.1 eV realistic, or were they chosen to make the effect look large?

**A:** They are round numbers in the regime of room-temperature luminescence from an ensemble of silicon nanocrystals in oxide. Such bands can lie near 1.5 eV with a full width of a few tenths of an eV, both rough values. Real bands need not be Gaussian, and the Lorentzian result shows that shape alone can change the shift by several meV. Narrow lines from good crystals at low temperature are a different regime, where the peak shift can be negligible.

**Q:** For a broad band like the one in your example, is the missing Jacobian my largest error?

**A:** Not necessarily. We assumed a corrected detector response, and that assumption can fail badly here. Suppose a silicon detector's efficiency falls linearly from 0.7 at 800 nm to 0.1 at 1000 nm, which is a rough model. If you apply the Jacobian but leave this response uncorrected, the peak appears 24.3 meV too high, more than the 13.2 meV from the missing Jacobian. Both errors push the peak upwards, so they don't compensate each other.

The other effects are smaller for this band. If the laser warms the sample by 10 K and the emission follows a gap that falls by roughly 0.3 meV per K, the peak really moves down by 3 meV. Using air wavelengths as if they were vacuum values raises the energy by 0.4 meV, for a refractive index that exceeds one by about 2.7 × 10⁻⁴. A spectrometer bandpass of 5 nm moves the converted peak by less than 0.1 meV.

**Q:** So for luminescence I should correct the response first, then multiply by λ², and only then look for the peak?

**A:** Yes, provided the corrected data are photons per nm and you want photons per eV. The response correction and the λ² factor are both multiplications at each wavelength, so their order doesn't matter. What matters is that a constant background is subtracted before them, while it is still constant, and that the search for the peak comes after.

Calculated quantities

```
hc = 1239.842 eV nm
True peak E0 = 1.500 eV; sigma = 0.100 eV
Full width at half maximum = 0.2355 eV
Wavelength bin = 0.5 nm
Peak of counts per eV = 1.50000 eV
Peak of counts per nm, relabelled = 1.51322 eV
Formula for relabelled peak = 1.51322 eV
Shift from missing Jacobian = 13.22 meV
Estimate 2 sigma^2/E0 = 13.33 meV
Estimate with next term = 13.21 meV
Wavelength hc/E0 = 826.56 nm
Peak wavelength of counts per nm = 819.34 nm
Bin width at E0 - sigma = 0.7904 meV
Bin width at E0 + sigma = 1.0324 meV
Ratio of these bin widths = 1.3061
Relabelled area per photon = 1.8228e-03 eV/nm
Shift of relabelled mean = 13.27 meV
Second band centre, same sigma = 1.90 eV
Area ratio, second/first, equal photons = 1.602
Reverse case: true peak = 1.48655 eV
Reverse case: shift = -13.45 meV
Power per eV: peak shift = 6.64 meV
Power per nm: peak shift = 19.74 meV
Lorentzian half width gamma = 0.1177 eV
Lorentzian relabelling shift = 9.24 meV
Narrow Gaussian sigma = 10 meV
Narrow Gaussian shift = 0.133 meV
Lamp temperature for reflectance test = 3000 K
Reflectance ratio, relabelled peak = 1.50000 eV
Same ratio, Jacobian misapplied = 1.48655 eV
Neglected effects (rough inputs):
Slit bandpass = 5.0 nm; shift = -0.0455 meV
Air index minus one = 2.7e-04 (no unit)
Shift if air wavelengths are used = 0.40 meV
Detector efficiency at 800 nm = 0.7 (no unit)
Detector efficiency at 1000 nm = 0.1 (no unit)
Uncorrected detector shift = 24.3 meV
Gap slope = -0.3 meV/K; heating = 10 K
Shift from heating = -3.0 meV
```
